# Charge-Constrained Density Fitting and Its Cost in Residual Self-Repulsion

## The decision

A calculation that replaces the electron density by a fit in auxiliary functions must settle whether the fit is to hold the right number of electrons. The usual Coulomb fit does not guarantee this. A fit with a few thousandths of an electron too many produces a spurious potential that falls off only as $1/R$, and a distant charge feels it. The error can be removed by imposing the electron number as a constraint.

The constraint has a price. The Coulomb fit is chosen to make the self-repulsion of the fitting error as small as possible, and an added condition cannot make that minimum lower. These notes derive the constrained coefficients and the price in closed form. They also show that the constraint affects which energy expression may safely be used with the fit.

## Setting and conventions

Atomic units are used. The electron density $\rho$ is counted as a positive number density, is real, decays rapidly at large distance and integrates to $N$. Its fit is

$$\tilde\rho(\mathbf r)=\sum_P c_P\,\chi_P(\mathbf r),$$

with real, linearly independent Gaussian functions $\chi_P$. The Coulomb integral of two distributions is

$$(f|g)=\iint \frac{f(\mathbf r_1)\,g(\mathbf r_2)}{r_{12}}\,d^3r_1\,d^3r_2 ,$$

without a factor $\tfrac12$. The fit needs three sets of numbers:

$$J_{PQ}=(\chi_P|\chi_Q),\qquad b_P=(\chi_P|\rho),\qquad q_P=\int\chi_P\,d^3r .$$

The matrix $J$ is symmetric, and the fit contains $\sum_P c_Pq_P=q\cdot c$ electrons. A function with spherical-harmonic angular part and $l>0$ has $q_P=0$, because its angular integral vanishes. We assume that at least one $q_P$ is nonzero; otherwise no choice of coefficients could give the fit a charge.

The fitting error is the residual $r=\rho-\tilde\rho$. Its residual self-repulsion is

$$D=(r|r).$$

The corresponding electrostatic energy is $D/2$, since each pair of charge elements is counted twice in $D$.

## Why $D$ is a measure of error

A residual has positive and negative regions, so it is not obvious that $D$ is positive. Let $\phi$ be the potential of $r$, so that $\nabla^2\phi=-4\pi r$. Then

$$D=\int r\,\phi\,d^3r=-\frac1{4\pi}\int\phi\,\nabla^2\phi\,d^3r
=\frac1{4\pi}\int|\nabla\phi|^2\,d^3r .$$

The last step is an integration by parts. The surface term vanishes: on a sphere of radius $R$, $\phi$ falls at least as fast as $1/R$ and its gradient at least as fast as $1/R^2$, while the area grows as $R^2$, so the product falls at least as $1/R$.

Hence $D\ge0$. If $D=0$, the field vanishes everywhere, and so does its source $r$.

The same argument applies to any combination $\sum_P d_P\chi_P$, whose self-repulsion is $d^TJd$. Because the functions are linearly independent, this combination is nonzero unless $d=0$. Therefore $d^TJd>0$ for $d\neq0$: the matrix $J$ is positive definite, and its inverse exists and is positive definite too. Near-linear dependence makes $J$ nearly singular, and the formulas below then lose numerical accuracy although they remain true.

## The free fit

Insert the expansion of $\tilde\rho$ into $D$:

$$D(c)=(\rho|\rho)-2\,c\cdot b+c^TJc .$$

The derivative with respect to $c_P$ is $-2b_P+2(Jc)_P$; the factor 2 in the second term arises because $J$ is symmetric. Setting it to zero gives the free coefficients

$$Jc^0=b,\qquad c^0=J^{-1}b .$$

To see how $D$ rises away from this point, put $c=c^0+d$:

$$D(c)=(\rho|\rho)-2c^0\!\cdot b-2d\cdot b+c^{0T}Jc^0+2d^TJc^0+d^TJd .$$

Since $Jc^0=b$, the two terms linear in $d$ cancel. The terms without $d$ are $D(c^0)$, which we call $D_{\rm free}$. Thus

$$D(c)=D_{\rm free}+(c-c^0)^TJ(c-c^0),\qquad D_{\rm free}=(\rho|\rho)-b\cdot c^0. \tag{1}$$

Nothing in $Jc^0=b$ refers to the number of electrons. The charge missing from the free fit is

$$\delta=N-q\cdot c^0 ,$$

and it may have either sign. A negative $\delta$ means that the fit holds too many electrons.

## Adding the constraint

We now minimize $D(c)$ subject to $q\cdot c=N$. Take the Lagrangian

$$L(c,\lambda)=D(c)-2\lambda\,(q\cdot c-N).$$

The factor 2 is a convention that removes a factor $\tfrac12$ from the next line. Stationarity in $c$ gives

$$-2b+2Jc-2\lambda q=0\quad\Longrightarrow\quad Jc=b+\lambda q .$$

Multiplication by $J^{-1}$ yields the modified coefficients

$$c=J^{-1}(b+\lambda q)=c^0+\lambda J^{-1}q. \tag{2}$$

The multiplier follows from the constraint. Taking the product of (2) with $q$,

$$N=q\cdot c^0+\lambda\,q^TJ^{-1}q ,$$

so that

$$\lambda=\frac{\delta}{C},\qquad C=q^TJ^{-1}q>0. \tag{3}$$

The inequality holds because $J^{-1}$ is positive definite and $q\ne0$.

In practice the constraint costs one extra linear solve, $Jg=q$, with the factorization of $J$ already at hand. The vector $g=J^{-1}q$ does not depend on the density, so it can be computed once for a given geometry and auxiliary set. The correction then consists of adding $\lambda g$ to $c^0$.

## The increase

Equation (2) gives $c-c^0=\lambda J^{-1}q$. Inserting this in (1),

$$D_{\rm con}-D_{\rm free}
=\lambda^2\,(J^{-1}q)^TJ(J^{-1}q)
=\lambda^2\,q^TJ^{-1}q=\lambda^2C ,$$

where the symmetry of $J^{-1}$ was used. With (3),

$$\boxed{D_{\rm con}=D_{\rm free}+\frac{(N-q\cdot c^0)^2}{C}} \tag{4}$$

The added term is a square divided by a positive number. The constraint therefore never lowers $D$, and it leaves $D$ unchanged exactly when $\delta=0$, that is, when the free fit already holds $N$ electrons. In that case $\lambda=0$ and the two fits coincide.

It remains to show that (2) is a minimum and not merely a stationary point. Any other coefficients that satisfy the constraint can be written $c+e$ with $q\cdot e=0$. By (1),

$$D(c+e)=D_{\rm free}+(\lambda J^{-1}q+e)^TJ(\lambda J^{-1}q+e)
=D_{\rm free}+\lambda^2C+2\lambda\,q\cdot e+e^TJe .$$

The third term vanishes and the fourth is positive for $e\neq0$. The constrained minimum is therefore unique.

The sign of the change also follows without algebra. The constrained search runs over a subset of the coefficients open to the free search, and the minimum over a subset cannot lie below the minimum over the whole set. Equation (4) adds the size of the change.

## What the multiplier and $C$ mean

The condition $Jc=b+\lambda q$ can be read as a statement about the residual:

$$(\chi_P|r)=b_P-(Jc)_P=-\lambda q_P=\int\chi_P\,(-\lambda)\,d^3r. \tag{5}$$

Seen through the auxiliary functions, the potential of the residual is the constant $-\lambda$. In the free fit this projected potential is zero. The actual potential of the residual is not constant in space; (5) fixes only its integrals with the $\chi_P$.

Now let the target charge vary while $\rho$, and hence $c^0$, stays fixed. Differentiating (4) with respect to the target gives

$$\frac{dD_{\rm con}}{dN}=\frac{2(N-q\cdot c^0)}{C}=2\lambda .$$

So $\lambda$ is the rate at which the electrostatic energy $D/2$ of the residual changes with the charge demanded of the fit.

The constant $C$ plays the part of a capacitance. Ask how a charge $\delta$ can be spread over the auxiliary functions with the least self-repulsion. This is the same constrained problem with $\rho=0$, $b=0$ and target $\delta$. Equation (4) then gives a least self-repulsion of $\delta^2/C$, as for a charged conductor, whose energy is half this. The constraint thus adds the missing charge in the cheapest distribution available. No cross term with the old residual appears, because the free residual has zero Coulomb integral with every auxiliary function.

This reading shows how the auxiliary set matters. Adding functions to a set can only lower or preserve the least self-repulsion of a unit charge, $1/C$, so $C$ cannot decrease. Very diffuse functions can make $C$ large. The constraint is then cheap for a given $\delta$, but for a poor reason: the missing charge can be placed in a wide, thin cloud, which repairs the total and does little for the density near the nuclei.

## What is gained at long range

Far from the molecule, $1/|\mathbf R-\mathbf r|=1/R+O(1/R^2)$ over the region where the residual is appreciable. Its potential is therefore

$$\phi(\mathbf R)=\frac1R\int r\,d^3r+O(R^{-2})=\frac{N-q\cdot c}{R}+O(R^{-2}).$$

For the free fit the leading term is $\delta/R$. The constraint removes it. Dipole and higher moments of the residual may remain, since nothing has been imposed on them. The expansion also requires $R$ to lie outside the most diffuse auxiliary function. At a point inside such a cloud the constraint need not reduce the error of the potential, and it can increase it.

## Which energy expression to use

Suppose the self-repulsion $(\rho|\rho)$ is to be estimated from the fit. The plain estimate is $(\tilde\rho|\tilde\rho)$. With $\rho=\tilde\rho+r$,

$$(\rho|\rho)=(\tilde\rho|\tilde\rho)+2(\tilde\rho|r)+D .$$

For either fit, multiply (5) by $c_P$ and sum, with $\lambda=0$ in the free case. This gives $(\tilde\rho|r)=-\lambda\,q\cdot c$. Hence

$$(\tilde\rho|\tilde\rho)_{\rm free}-(\rho|\rho)=-D_{\rm free},$$

$$(\tilde\rho|\tilde\rho)_{\rm con}-(\rho|\rho)=-D_{\rm con}+2\lambda N. \tag{6}$$

The error of the free fit is quadratic in the residual and has a known sign. The constrained fit brings in a term linear in $\lambda$, and therefore linear in the charge defect, multiplied by the full number of electrons. It can have either sign and can far exceed $D$.

The linear term is avoided by the robust expression

$$2(\rho|\tilde\rho)-(\tilde\rho|\tilde\rho)=2c\cdot b-c^TJc=(\rho|\rho)-D(c),$$

which follows from the expansion of $D(c)$ and holds for any coefficients. It is a lower bound to $(\rho|\rho)$ because $D\ge0$. With this expression the constraint changes the estimate by exactly the increase in (4), downward.

## A case to work by hand

Fit a unit-charge Gaussian density of exponent $a$ by a single unit-charge Gaussian of exponent $\beta$ on the same centre. The Fourier transform of such a Gaussian is $e^{-k^2/4a}$, and that of $1/r$ is $4\pi/k^2$. Their Coulomb integral is therefore

$$(a|\beta)=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}e^{-sk^2}
=\frac2\pi\int_0^\infty e^{-sk^2}dk=\frac1{\sqrt{\pi s}},\qquad s=\frac{a+\beta}{4a\beta},$$

or $(a|\beta)=\frac{2}{\sqrt\pi}\sqrt{a\beta/(a+\beta)}$. With one function, $J$ is the number $(\beta|\beta)$ and $q=1$. The free coefficient is

$$c^0=\frac{(a|\beta)}{(\beta|\beta)}=\sqrt{\frac{2a}{a+\beta}} .$$

A fitting function narrower than the density ($\beta>a$) gives too little charge, a broader one too much, and $\beta=a$ gives the exact fit.

Take $a=1$ and $\beta=2$ bohr$^{-2}$. The three integrals, in hartree, are $(\rho|\rho)=0.797885$, $(\rho|\chi)=0.921318$ and $(\chi|\chi)=1.128379$. Then

$$c^0=\frac{0.921318}{1.128379}=0.816497,\qquad \delta=1-c^0=0.183503,$$

$$D_{\rm free}=0.797885-\frac{0.921318^2}{1.128379}=0.045632 .$$

Here $1/C=(\chi|\chi)$, so the increase is

$$\delta^2(\chi|\chi)=0.183503^2\times1.128379=0.037996 ,$$

and $D_{\rm con}=0.083628$ hartree. The constraint leaves no freedom, since it forces $c=1$, and direct insertion confirms the result:

$$0.797885-2(0.921318)+1.128379=0.083628 .$$

The residual self-repulsion rises by 83% of its free value. This is a severe case, with one function and a large defect. The plain estimate is now $(\chi|\chi)$, which is too large by $0.330$ hartree. Equation (6) gives the same: $\lambda=0.207061$ hartree, and $2\lambda-D_{\rm con}=0.414-0.084=0.330$.

The numerical check obtains $D$ for this model by another route. For a spherical residual with charge $Q(r)$ inside radius $r$, the field is $Q/r^2$, and the field formula for $D$ becomes $\int_0^\infty Q^2/r^2\,dr$. This integral also gives $0.083628$ hartree at $c=1$.

## Water

The second example fits the restricted Hartree–Fock density of water in the def2-SVP basis, at a chosen geometry with bond length 1.81 bohr and angle $104.5^\circ$. This density lacks electron correlation and carries the error of a small orbital basis. Neither affects the identities, which hold for any density, but the sizes quoted below belong to this basis. With def2-TZVP or aug-cc-pVTZ orbitals and the complete auxiliary set, $\delta$ moves from $-0.0035$ to $-0.0025$ or $-0.0029$, $D_{\rm free}$ from $2.2\times10^{-4}$ to $3.1\times10^{-4}$ or $3.5\times10^{-4}$ hartree, the relative increase from 1.3% to 0.45% or 0.56%, and the ratio of the plain errors from about 75 to 37 or 39. The signs and trends stay the same. It has $N=10$ and $(\rho|\rho)=93.681745$ hartree.

The auxiliary set is def2-universal-jfit, first cut to its s functions, then to s and p functions, then complete. In the table $D_{\rm free}$ and the increase are in hartree.

| Set | $\delta$ (electrons) | $D_{\rm free}$ | Increase |
|---|---|---|---|
| s | $-0.01179$ | $1.671\times10^{-2}$ | $3.28\times10^{-5}$ |
| s, p | $-0.00989$ | $1.164\times10^{-2}$ | $2.28\times10^{-5}$ |
| complete | $-0.00350$ | $2.177\times10^{-4}$ | $2.84\times10^{-6}$ |

All three free fits hold too many electrons. For the complete set, $C=4.317541$ hartree$^{-1}$, and the formulas give

$$\lambda=\frac{-3.50066\times10^{-3}}{4.317541}=-8.108\times10^{-4}\ \text{hartree},$$

$$\frac{\delta^2}{C}=\frac{(3.50066\times10^{-3})^2}{4.317541}=2.838\times10^{-6}\ \text{hartree}.$$

Half of this, the rise in electrostatic energy of the residual, is $3.7\times10^{-3}$ kJ/mol. The numerical check finds the constrained minimum without a multiplier, by eliminating the constraint from the coefficients, and obtains the same increase.

Relative to $D_{\rm free}$, the increase is 0.2% for the s set and 1.3% for the complete set. The relative price rises although the absolute price falls. From the first set to the last, $D_{\rm free}$ drops by a factor of about 77, but $\delta^2$ drops only by about 11, while $C$ hardly changes. A small residual self-repulsion is thus no guarantee of an equally improved charge.

The gain can be set beside the price. At 20 bohr from the molecule, the monopole error of the complete free fit has magnitude $0.0035/20\approx1.8\times10^{-4}$ hartree per unit charge. The constraint removes this term for a rise of $1.4\times10^{-6}$ hartree in the residual's energy. The higher moments remain: 20 bohr from the oxygen along the symmetry axis, the constrained fit still errs by up to $2.5\times10^{-5}$ hartree per unit charge, about a seventh of the monopole term. These quantities describe different errors, and which matters more depends on the use made of the fit. For the potential felt by distant charges, the constraint is cheap in this example.

The choice of energy expression matters far more. With the constrained complete fit, (6) gives a plain error of

$$-2.206\times10^{-4}+2(-8.108\times10^{-4})(10)=-1.644\times10^{-2}\ \text{hartree}$$

in $(\rho|\rho)$, about 75 times the magnitude for the free fit. The robust expression has an error of only $-2.206\times10^{-4}$ hartree with the same constrained coefficients. The negative sign of the plain error here, against the positive one in the Gaussian model, shows that both signs occur.

## Limits of the statement

Equation (4) compares two fits of the same density, in the same auxiliary set, both minimizing the Coulomb self-repulsion of the residual. Each condition is needed for the argument.

If the coefficients minimize another measure, such as $\int r^2\,d^3r$, a constraint cannot lower the minimum of that measure. The free fit is then in general not the minimum of $D$, so (1) no longer applies about that point, and the argument fixes no sign for the change in $D$.

If the fitted potential is used in a self-consistent calculation, the constraint may alter the converged density. The two final values of $D$ then belong to different densities, and (4) does not order them. It still holds for each density taken by itself.

Finally, a larger $D$ does not mean that every property of the fit is worse. The total charge is corrected, and with it the leading term of the distant potential.

## Values computed for the example and the checks

```
GAUSSIAN MODEL (atomic units)
exponents: density 1.0, fit 2.0 bohr^-2
(rho|rho) = 0.797885 hartree
(rho|chi) = 0.921318 hartree
(chi|chi) = 1.128379 hartree
free coefficient = 0.816497
charge defect = 0.183503 electrons
lambda = 0.207061 hartree
D free = 0.045632 hartree
D constrained = 0.083628 hartree
increase = 0.037996 hartree
D constrained, field integral = 0.083628 hartree
WATER, RHF/def2-SVP
bond length = 1.81 bohr, angle = 104.5 degrees
RHF energy = -75.960982 hartree
electrons N = 10.000000
(rho|rho) = 93.681745 hartree
FIT SET: s only, 12 functions
  charge of free fit = 10.01179278 electrons
  charge defect = -1.17928e-02 electrons
  C = 4.236955 hartree^-1
  lambda = -2.78331e-03 hartree
  D free = 1.67111868e-02 hartree
  D constrained = 1.67440098e-02 hartree
  increase, formula = 3.2823e-05 hartree
  increase, direct = 3.2823e-05 hartree
  half increase = 4.309e-02 kJ/mol
  plain error, free = -1.6711e-02 hartree
  plain error, constrained = -7.2410e-02 hartree
FIT SET: s and p, 30 functions
  charge of free fit = 10.00988716 electrons
  charge defect = -9.88716e-03 electrons
  C = 4.288642 hartree^-1
  lambda = -2.30543e-03 hartree
  D free = 1.16410212e-02 hartree
  D constrained = 1.16638154e-02 hartree
  increase, formula = 2.2794e-05 hartree
  increase, direct = 2.2794e-05 hartree
  half increase = 2.992e-02 kJ/mol
  plain error, free = -1.1641e-02 hartree
  plain error, constrained = -5.7772e-02 hartree
FIT SET: complete, 71 functions
  charge of free fit = 10.00350066 electrons
  charge defect = -3.50066e-03 electrons
  C = 4.317541 hartree^-1
  lambda = -8.10799e-04 hartree
  D free = 2.17720231e-04 hartree
  D constrained = 2.20558561e-04 hartree
  increase, formula = 2.8383e-06 hartree
  increase, direct = 2.8383e-06 hartree
  half increase = 3.726e-03 kJ/mol
  plain error, free = -2.1772e-04 hartree
  plain error, constrained = -1.6437e-02 hartree
```
